\section*{Landau–Zener spin conversion of oxygen approaching a surface}

\section{Spin conversion in one surface approach}

\subsection{A weakly coupled crossing}

An oxygen molecule arrives at a surface in its triplet ground state. Far from the surface the lowest singlet lies higher in energy. If the surface attracts the singlet so much more strongly that this difference is made up, the two potential curves cross at some distance, and spin-orbit coupling can convert the spin there.

Take first a single triplet state $T$ and a singlet $S$, joined by a constant matrix element $W$. Atomic units are used in the algebra, so $\hbar=1$. Let the molecule pass the crossing at $t=0$, and let the singlet fall through the triplet at a steady rate,
\begin{equation}
E_S(t)-E_T(t)=-\alpha t,\qquad \alpha>0. \label{gap}
\end{equation}
If $W$ is weak, the triplet amplitude stays close to one. With the phases of the uncoupled states removed, the singlet amplitude $b_S$ obeys
\begin{equation}
i\dot b_S=W\exp\!\Big[i\!\int_0^t(E_S-E_T)\,dt'\Big]=W e^{-i\alpha t^2/2}.
\end{equation}
The Fresnel integral $\int_{-\infty}^{\infty}e^{-i\alpha t^2/2}dt=\sqrt{2\pi/(i\alpha)}$ then gives
\begin{equation}
P_{T\to S}\simeq |b_S(\infty)|^2=\frac{2\pi W^2}{\alpha}. \label{weak}
\end{equation}
The integrand adds up coherently for a time of order $\alpha^{-1/2}$ around the crossing and oscillates away outside it. A slower sweep leaves more time for conversion. Equation (\ref{weak}) cannot hold for slow sweeps, since it grows past one. Two things are therefore needed: a result for any $W$, and an account of the three triplet sublevels.

\subsection{Sweep rate and spin states}

Let $z$ be the height of the molecule's centre of mass, $M$ its mass, and $V_T(z)$, $V_S(z)$ the curves without spin-orbit coupling, at fixed orientation and bond length. They cross once, at $z_c$. Near the crossing they are taken as straight, and both spin components are assigned the common path $z=z_c-vt$. With primes for $d/dz$ and $V_S'>V_T'$, so that the singlet is the higher curve on the vacuum side,
\begin{equation}
V_S-V_T=(V_S'-V_T')(z-z_c)=-v\,\Delta F\,t,\qquad \Delta F=|V_S'-V_T'|_{z_c}.
\end{equation}
Comparison with (\ref{gap}) gives
\begin{equation}
\alpha=v\,\Delta F,\qquad v=\sqrt{\frac{2[E-V_T(z_c)]}{M}}, \label{alpha}
\end{equation}
where $E$ is the incident energy of motion along the normal and $V_T=0$ far away. The speed is the one at the crossing, which differs from the incident speed whenever $V_T(z_c)\neq0$.

The triplet has three sublevels $T_k$, $k=x,y,z$. Define $W_k=\langle S|H|T_k\rangle$, taken constant near the crossing, and
\begin{equation}
W^2=\sum_k|W_k|^2,\qquad |B\rangle=\frac1W\sum_k W_k^*|T_k\rangle. \label{bright}
\end{equation}
Then $\langle S|H|B\rangle=\sum_k W_k^*W_k/W=W$. A triplet state $\sum_k c_k|T_k\rangle$ orthogonal to $B$ satisfies $\sum_k W_kc_k=0$, which is also its matrix element with $S$. One combination, the bright state $B$, is therefore coupled to the singlet, and two are dark.

\subsection{Survival of the singlet}

It is easiest to find first the probability $P_{SS}$ that a molecule entering as a singlet leaves as one. Let the sublevels have constant energies $\varepsilon_k$ relative to a common triplet energy, whose phase is removed from all amplitudes. The amplitudes obey $i\dot a=Ha$ with $H_{SS}=-\alpha t$. Complex conjugation gives $i\dot a^*=-H^*a^*$, a problem with a rising singlet, energies $-\varepsilon_k$, couplings $-W_k^*$ and the same probabilities. Renaming these constants, one may solve
\begin{align}
i\dot a_S&=\alpha t\,a_S+\sum_k W_ka_k, \label{as}\\
i\dot a_k&=\varepsilon_k a_k+W_k^*a_S. \label{ak}
\end{align}
Write each amplitude as a contour integral, $a_j(t)=\int dE\,e^{-iEt}A_j(E)$. Equation (\ref{ak}) becomes algebraic,
\begin{equation}
A_k=\frac{W_k^*A_S}{E-\varepsilon_k}. \label{Ak}
\end{equation}
In (\ref{as}) use $t\,e^{-iEt}=i\,d(e^{-iEt})/dE$ and integrate by parts, with integrands that vanish at the ends of the contour. The term $\alpha t\,a_S$ turns into $-i\alpha A_S'$, so
\begin{equation}
EA_S=-i\alpha A_S'+\sum_k\frac{|W_k|^2}{E-\varepsilon_k}A_S .
\end{equation}
Solving for $A_S'/A_S$ and integrating,
\begin{equation}
A_S=e^{iE^2/2\alpha}\prod_k(E-\varepsilon_k)^{-i\kappa_k},\qquad \kappa_k=\frac{|W_k|^2}{\alpha}. \label{AS}
\end{equation}
The contour is a straight line in the direction $e^{i\pi/4}$, along which the Gaussian factor decays at both ends. It passes above all the branch points $\varepsilon_k$, and the branch cuts run straight down from them.

The exponent can be completed to a square,
\begin{equation}
\frac{iE^2}{2\alpha}-iEt=\frac{i(E-\alpha t)^2}{2\alpha}-\frac{i\alpha t^2}{2}, \label{square}
\end{equation}
so the saddle point is $E=\alpha t$. On the line $E=\alpha t+s\,e^{i\pi/4}$ the first term is $-s^2/2\alpha$.

For $t\to-\infty$ this line passes each $\varepsilon_k$ at height $\varepsilon_k+\alpha|t|>0$. The contour can be moved onto it without meeting a cut, and
\begin{equation}
|a_S|\to\sqrt{2\pi\alpha}\,\prod_k\big|(\alpha t-\varepsilon_k)^{-i\kappa_k}\big|. \label{saddle}
\end{equation}
By (\ref{Ak}) the triplet amplitudes carry a further factor of order $1/(\alpha t)$ and vanish. The solution therefore starts as a pure singlet.

For $t\to+\infty$ the saddle line runs below the branch points. Moving the contour down to it leaves loops around the cuts. There $E=\varepsilon_k-iy$ and $e^{-iEt}$ contains $e^{-yt}$, so the loops add to $a_S$ a term of order $1/t$, which vanishes. In $a_k$ the extra factor $1/(E-\varepsilon_k)$ makes the loop finite; this is the triplet that has been produced. For $a_S$ the saddle form (\ref{saddle}) holds again.

The two limits differ in the phase $\theta$ of $E-\varepsilon_k$. Since $|(re^{i\theta})^{-i\kappa}|=e^{\kappa\theta}$, and $\theta=\pi$ at early times while $\theta=0$ at late times,
\begin{equation}
\left|\frac{a_S(+\infty)}{a_S(-\infty)}\right|=e^{-\pi\sum_k\kappa_k},\qquad
P_{SS}=e^{-2\pi W^2/\alpha}. \label{PSS}
\end{equation}
The sublevel energies have dropped out.

\subsection{Conversion of the triplet}

The evolution matrix is unitary, so the squared moduli in its singlet row add to one: $P_{SS}+\sum_kP_{T_k\to S}=1$. An unpolarised triplet has population $1/3$ in each sublevel and no coherence between them. Its conversion probability is
\begin{equation}
\bar P=\frac13\sum_kP_{T_k\to S}=\frac13\left[1-\exp\!\left(-\frac{2\pi W^2}{v\,\Delta F}\right)\right]. \label{mean}
\end{equation}
In ordinary units the denominator is $\hbar v\Delta F$. Within this model the mean does not depend on a constant splitting of the sublevels.

The individual probabilities do depend on it. If the splitting is too small to produce a noticeable phase during the whole time the coupling acts, the problem reduces to the pair $S$, $B$, and
\begin{equation}
P_B=1-e^{-2\pi W^2/(v\Delta F)},\qquad P_{T_k\to S}=\frac{|W_k|^2}{W^2}\,P_B, \label{components}
\end{equation}
because $|\langle B|T_k\rangle|^2=|W_k|^2/W^2$. If the sublevels are so far apart that the crossings are separate, the falling singlet meets the highest one first. A molecule starting in $T_k$ must convert at its own crossing and then survive those below it:
\begin{equation}
P_{T_k\to S}=(1-p_k)\prod_{\varepsilon_j<\varepsilon_k}p_j,\qquad p_k=e^{-2\pi|W_k|^2/\alpha}. \label{split}
\end{equation}
The sum over $k$ telescopes to $1-p_xp_yp_z=1-e^{-2\pi W^2/\alpha}$, in agreement with (\ref{mean}). Wide separation is sufficient for (\ref{split}) but not necessary. Away from the crossing the singlet still shifts the bright state by about $W^2/(\alpha|t|)$, and even a small splitting competes with this shift at large $|t|$. If the couplings stay constant for a time much longer than both $1/\delta$ and $W^2/(\alpha\delta)$, where $\delta$ is the smallest splitting, (\ref{split}) holds for closely spaced levels too. Equation (\ref{split}) needs distinct energies; a degenerate pair enters it as one level with the $|W_k|^2$ added, and the result is shared in proportion to $|W_k|^2$. In free oxygen at fixed orientation two sublevels are degenerate, and the third is split off by roughly half a millielectronvolt, which corresponds to a time $\hbar/(0.5\ \text{meV})\approx1.3$ ps. Equation (\ref{components}) is the relevant case when the coupling acts for a much shorter time than this.

For fast passage (\ref{mean}) becomes $\bar P\simeq2\pi W^2/(3v\Delta F)$, which is (\ref{weak}) with the population $1/3$ of the bright state. For slow passage $P_B\to1$: the molecule follows the lower of the two curves that the coupling pushes apart, and in doing so changes its spin. Yet $\bar P$ tends to $1/3$. If the sublevels are unresolved, this is because two thirds of an unpolarised beam is dark. If they are widely separated, (\ref{split}) shows that only molecules starting in the lowest sublevel with $W_k\neq0$ end as singlets; those in higher coupled sublevels convert at their own crossing and return to the triplet at a later one, and an uncoupled sublevel does not convert.

\subsection{Does the common path matter?}

The derivation gave both spin components the same motion, although different forces act on them. One case can be solved without that assumption. Let the triplet curve be flat, at energy zero, and let the singlet be $Fx$ with $x=z-z_c$ and $F=\Delta F>0$. The kinetic energy of the triplet is $K=p_0^2/2M$, and $v=p_0/M$. In momentum space $x=i\,d/dp$, and the stationary equations for $S$ and $B$ are
\begin{align}
\Big(\frac{p^2}{2M}-K\Big)\phi_S+iF\frac{d\phi_S}{dp}+W\phi_B&=0,\\
\Big(\frac{p^2}{2M}-K\Big)\phi_B+W\phi_S&=0 .
\end{align}
Eliminating $\phi_B$ away from $p=\pm p_0$,
\begin{equation}
\frac{1}{\phi_S}\frac{d\phi_S}{dp}=\frac{i}{F}\Big(\frac{p^2}{2M}-K\Big)-\frac{i}{F}\,\frac{W^2}{p^2/2M-K}. \label{mom}
\end{equation}
The right side is imaginary, so $|\phi_S|$ can change only at the poles $p=\pm p_0$. The force on the singlet is $-F$, hence its momentum runs steadily downward, and $F|\phi_S|^2$ is the flux through the value $p$. The inward passage is the pole at $-p_0$, where $p^2/2M-K\simeq-v(p+p_0)$ and
\begin{equation}
\phi_S\propto(p+p_0)^{i\kappa},\qquad \kappa=\frac{W^2}{vF}.
\end{equation}
Suppose that singlet flux arrives at this pole and no triplet does. The outgoing-wave rule $K\to K+i0$ puts the pole just below the real axis, so the phase of $p+p_0$ goes from $0$ to $\pi$ as $p$ decreases. The modulus falls by $e^{-\pi\kappa}$ and the surviving flux by $e^{-2\pi\kappa}$. The rest leaves as inward-moving triplet.

Two waves enter at this pole and two leave, so flux conservation makes the corresponding $2\times2$ matrix unitary. An incoming bright triplet is then converted with probability $1-e^{-2\pi W^2/(vF)}$. The new singlet continues to lower $p$, meets no further pole and is not reflected. For a flat triplet and a straight singlet, $P_B$ in (\ref{components}) thus holds at any $K>0$, even for $K<W$.

\subsection{A worked example}

Take a molecule of mass 32 u with incident normal energy $E=0.3$ eV. The model curves, in eV, are
\begin{equation}
V_T=0.2\,s,\qquad V_S=1-1.8\,s,\qquad s=\frac{1}{1+e^{x/w}},\qquad w=0.5\ \text{\AA}. \label{model}
\end{equation}
They represent no particular surface. At $x=0$, $s=1/2$ and both equal 0.1 eV. Since $s'=-1/(4w)=-0.5$ \AA$^{-1}$ there, the slopes are $-0.1$ and $+0.9$ eV/\AA, and $\Delta F=1.0$ eV/\AA. The couplings, likewise chosen only for illustration, are 0.012, 0.009 and 0.020 eV, so
\begin{equation}
W=\sqrt{0.012^2+0.009^2+0.020^2}\ \text{eV}=0.025\ \text{eV}.
\end{equation}
The incident speed is 0.01345 \AA/fs. At the crossing the kinetic energy is $0.3-0.1=0.2$ eV, and
\begin{equation}
v=0.01345\,\sqrt{0.2/0.3}\ \text{\AA/fs}=0.01098\ \text{\AA/fs}.
\end{equation}
This gives $\hbar v\Delta F=0.00723$ eV$^2$, and hence
\begin{align}
\frac{2\pi W^2}{\hbar v\Delta F}&=\frac{2\pi(0.025)^2}{0.00723}=0.543,\\
P_B&=1-e^{-0.543}=0.419,\qquad \bar P=\frac{0.419}{3}=0.140 .
\end{align}
About one molecule in seven changes its spin. The fast-passage estimate, $0.543/3=0.181$, is 30\% above this value, so the passage is not in the weak-coupling regime. Using the incident speed in place of the local one would give 0.119, which is 15\% too low.

The characteristic time $\sqrt{\hbar/(v\Delta F)}$ is 7.7 fs, during which the molecule moves 0.085 \AA. Over this length the curves are nearly straight: the expansion $s=\tfrac12-x/4w+x^3/48w^3-\dots$ has a cubic term smaller than the linear one by $x^2/12w^2\approx0.002$. The energy $\sqrt{\hbar v\Delta F}$ is 0.085 eV. If the coupling acts for much less than 1.3 ps, the splitting of free oxygen can be neglected, and equation (\ref{components}) gives 0.097, 0.054 and 0.268 for molecules prepared in $T_x$, $T_y$ and $T_z$. To see the opposite limit, place the sublevels an artificial 0.51 eV apart, with $T_x$ lowest and $T_z$ highest. Equation (\ref{split}) gives 0.118, 0.060 and 0.242. The mean is 0.140 in both cases.

The same model can be treated without a classical path. The four coupled stationary Schr\"odinger equations were solved by finite differences, with a triplet wave entering from the vacuum and outgoing waves on both sides. The curves (\ref{model}) level off on the inner side, so a transmitted molecule does not come back. The singlet share of the transmitted flux, averaged over the three triplet channels, is compared with (\ref{mean}) below. The first three rows vary the energy; the next two change all couplings by a common factor; the last halves $w$, which doubles $\Delta F$.

\begin{center}
\begin{tabular}{lcc}
Case & Eq.~(\ref{mean}) & Scattering\\
$E=0.3$ eV & 0.140 & 0.140\\
$E=0.5$ eV & 0.106 & 0.106\\
$E=0.9$ eV & 0.079 & 0.079\\
$E=0.3$ eV, $W=0.010$ eV & 0.028 & 0.028\\
$E=0.3$ eV, $W=0.050$ eV & 0.295 & 0.295\\
$E=0.3$ eV, $\Delta F=2$ eV/\AA & 0.079 & 0.079
\end{tabular}
\end{center}

The third and last rows agree with each other because the exponent contains the product $v\Delta F$. Raising $E$ to 0.9 eV makes the kinetic energy at the crossing four times larger and doubles $v$; halving $w$ doubles $\Delta F$. Doubling $W$ quadruples the exponent but raises $\bar P$ only from 0.140 to 0.295, as it nears the ceiling of $1/3$.

The individual slopes can also be changed at fixed $\Delta F$ and fixed kinetic energy 0.2 eV at the crossing. With a flat triplet, or with a triplet that rises by 0.3 eV in place of 0.2 eV, the scattering result remains 0.140.

Finally, let the triplet be flat and the kinetic energy only 0.010 eV, less than $W$. Formula and scattering calculation both give 0.304. A kinetic energy smaller than the coupling does not by itself spoil the result, as the momentum-space solution shows for a straight singlet.

\subsection{Conditions and use}

The formula describes one inward passage. If the triplet is repulsive and its turning point lies within about one transition length of the crossing, the inward and outward passages are no longer separate events, and the formula cannot be applied to each in turn. The same is true if the two curves slope in opposite directions and $E$ lies below the minimum of the upper coupled curve, even when the turning point is several transition lengths away. In the example, continuing the triplet slope of 0.1 eV/\AA\ would put the turning point $0.2/0.1=2$ \AA\ beyond the crossing, against a transition length of 0.085 \AA. If $E<V_T(z_c)$, equation (\ref{alpha}) gives no real speed, and the formula does not apply. Conversion is still possible, by tunnelling or, just below $V_T(z_c)$, by passage over a barrier that the coupling has lowered. In the example the lower of the two coupled curves has its top at 0.085 eV, not at 0.1 eV. A molecule that is reflected farther in crosses again on its way out. If it converts there and has too little energy to leave as a singlet, as in the example, it turns back and crosses once more. All these passages have to be included. Where two paths lead to the same final state and stay coherent, their amplitudes, not their probabilities, must be added.

A second singlet close in energy, electron transfer from the surface, and energy loss to the electrons of a metal are outside the model. The first of these matters for oxygen, because the lowest singlet level of the free molecule is doubly degenerate. In the free molecule neither component has a first-order spin-orbit matrix element with the triplet. A coupling appears when the surface lowers the symmetry, for instance by mixing in the next singlet, which couples to the sublevel with zero spin projection on the molecular axis. A single state $S$ is appropriate if just one component crosses the triplet, or if the other is not coupled. The latter is the case for a molecule lying parallel to the surface on a site of $C_{2v}$ symmetry: one component has the same spatial symmetry as the triplet and no spin-orbit element with it, and the other couples to a single sublevel. Three non-zero couplings, as in the example, require lower symmetry. If both components cross and couple to different triplet combinations, the mean conversion can exceed $1/3$. If the gap also depends on orientation or bond length, the chain rule replaces $v\Delta F$ by $|\dot{\mathbf q}\cdot\nabla(V_S-V_T)|$, where $\mathbf q$ collects all the moving coordinates. The result must then be averaged over the points at which trajectories meet the crossing.

Nor is $\bar P$ a sticking probability. If converted molecules stick with probability $\sigma_S$ and unconverted ones with probability $\sigma_T$, a single approach gives
\begin{equation}
\sigma=\bar P\,\sigma_S+(1-\bar P)\,\sigma_T .
\end{equation}
When $\sigma_T$ is negligible, spin conversion limits the sticking of an unpolarised beam in this model to at most $1/3$ per approach. Well above the crossing energy $\bar P$ falls as $v$ rises, so if $\sigma_T$ is negligible, a sticking probability that increases with incident energy there must owe its increase to $\sigma_S$ or to a process left out here. If $V_T(z_c)>0$, however, conversion itself sets in as $E$ approaches $V_T(z_c)$ from below, and sticking can rise with energy for that reason alone.
